# Cubic B-splines for plane-wave orbitals: coefficients, cost and errors: verification in Python

```python
"""
Cubic B-spline representation of a plane-wave orbital (Rydberg units, bohr).

Result under test: phi(r) = sum_G c_G exp(iG.r) in a cubic cell of side L is
represented on a grid of spacing h = L/N by
    s(r) = sum_j a_j B(x/h-j1) B(y/h-j2) B(z/h-j3),
    a_j  = sum_G c_G exp(iG.r_j) / prod_i gamma(G_i h),
    gamma(theta) = (2 + cos theta)/3             (interpolation), or
    gamma(theta) = (sin(theta/2)/(theta/2))**4   (Fourier matching).
At most 64 coefficients act at a point. The errors are O(h^4) in the value,
O(h^3) in the gradient and O(h^2) in the Laplacian, with leading terms given
by Bernoulli polynomials of the fractional grid coordinate t.
"""
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
rng = np.random.default_rng(7)
basis_element = BSpline.basis_element(np.arange(-2, 3), extrapolate=False)


def cardinal(x):
    """Cardinal cubic B-spline from its general definition, zero outside."""
    return np.nan_to_num(basis_element(np.asarray(x, dtype=float)))


def weights(t):
    """Four non-zero B-splines (offsets -1,0,1,2) and two derivatives."""
    value = np.stack([(1-t)**3, 3*t**3-6*t**2+4,
                      -3*t**3+3*t**2+3*t+1, t**3], axis=-1) / 6
    first = np.stack([-(1-t)**2, 3*t**2-4*t,
                      -3*t**2+2*t+1, t**2], axis=-1) / 2
    second = np.stack([1-t, 3*t-2, 1-3*t, t], axis=-1)
    return value, first, second


def gamma_interp(theta):
    return (2 + np.cos(theta)) / 3


def gamma_fourier(theta):
    return np.sinc(theta / (2*np.pi))**4


def bern2(t):
    return t**2 - t + 1/6


def bern3(t):
    return t**3 - 1.5*t**2 + 0.5*t


def bern4(t):
    return t**4 - 2*t**3 + t**2 - 1/30


def rms(x):
    return np.sqrt(np.mean(np.abs(x)**2))


# ---------- one dimension: a single plane wave exp(i theta u), u = x/h -----
def spline_wave(theta, u, d):
    """d-th u-derivative of sum_j exp(i theta j) B(u-j), for 0 <= u <= 1."""
    return weights(u)[d] @ np.exp(1j*theta*np.arange(-1, 3))


u = np.linspace(0, 1, 201)
assert np.allclose(weights(u)[0],
                   cardinal(u[:, None] - np.arange(-1, 3)), atol=1e-13)

# Fourier transform of B by quadrature
for theta in (0.7, 2.1, 5.0):
    integral = 2*quad(lambda x: float(cardinal(x))*np.cos(theta*x),
                      0, 2, points=[1.0])[0]
    assert abs(integral - gamma_fourier(theta)) < 1e-9

# alias series from Poisson summation, for the function and two derivatives
m = np.arange(-20000, 20001)
for theta in (0.6, 1.3, 2.8):
    q = theta + 2*np.pi*m
    for point in (0.21, 0.5, 0.83):
        for d in (0, 1, 2):
            series = gamma_fourier(theta)*np.sum(
                (theta/q)**4 * (1j*q)**d * np.exp(1j*q*point))
            assert abs(series - spline_wave(theta, np.array(point), d)) < 1e-6
    at_node = gamma_fourier(theta)*np.sum((theta/q)**4)
    assert abs(at_node - gamma_interp(theta)) < 1e-10

# leading error profiles at small theta (next order is smaller by about theta)
theta = 0.02
wave = np.exp(1j*theta*u)
profiles = [
    (gamma_interp, 0, -theta**4*u**2*(1-u)**2/24),
    (gamma_fourier, 0, -theta**4*bern4(u)/24),
    (gamma_fourier, 1, -theta**4*bern3(u)/6),
    (gamma_interp, 1, -theta**4*bern3(u)/6),
    (gamma_fourier, 2, -theta**4*bern2(u)/2),
    (gamma_interp, 2, -theta**4*bern2(u)/2)]
peak = []
for symbol, d, predicted in profiles:
    error = spline_wave(theta, u, d)/symbol(theta) - (1j*theta)**d*wave
    assert np.max(abs(error-predicted*wave)) < 0.02*np.max(abs(predicted))
    peak.append(np.max(abs(error)))
inv_interp, inv_fourier = theta**4/peak[0], theta**4/peak[1]
inv_second = theta**4/peak[5]
assert abs(inv_interp/384-1) < 0.01 and abs(inv_fourier/720-1) < 0.01
assert abs(inv_second/12-1) < 0.01
print("Plane wave, theta = G h = %.2f:" % theta)
print(" theta^4/max value error, interpolation: %.1f" % inv_interp)
print(" theta^4/max value error, Fourier matching: %.1f" % inv_fourier)
print(" theta^2/max relative 2nd-derivative error: %.2f" % inv_second)

# mean kinetic energy of one splined plane wave (Gauss quadrature is exact)
theta = 0.2
node, gw = np.polynomial.legendre.leggauss(8)
node, gw = (node+1)/2, gw/2
kin_ratio = (gw @ abs(spline_wave(theta, node, 1))**2
             / (gw @ abs(spline_wave(theta, node, 0))**2) / theta**2)
kin_rel = kin_ratio - 1
assert abs(kin_rel/(theta**6/30240) - 1) < 0.05
print("Mean kinetic energy, theta = %.1f: relative error %.3e" %
      (theta, kin_rel))
print(" leading formula theta^6/30240: %.3e" % (theta**6/30240))

print("Interpolated plane wave, max relative errors (value, 2nd deriv.):")
for divisor in (1, 2, 4, 8):
    theta = np.pi/divisor
    wave = np.exp(1j*theta*u)
    e0 = np.max(abs(spline_wave(theta, u, 0)/gamma_interp(theta) - wave))
    e2 = np.max(abs(spline_wave(theta, u, 2)/gamma_interp(theta)/theta**2
                    + wave))
    if divisor == 1:
        assert abs(e0 - 1) < 1e-12
    print(" theta = pi/%d: %.5f, %.5f" % (divisor, e0, e2))

# ---------- three dimensions: orbital of a periodic Gaussian well ----------
L, depth, width, cutoff = 8.0, 2.0, 1.5, 10.0
centre = np.array([1.0, 2.0, 2.5])


def plane_waves(side):
    top = int(np.sqrt(cutoff)*side/(2*np.pi)) + 1
    axis = np.arange(-top, top+1)
    n = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
    n = n.reshape(-1, 3)
    return n[np.sum((2*np.pi*n/side)**2, axis=1) <= cutoff]


n_vec = plane_waves(L)
G = 2*np.pi*n_vec/L
G2 = np.sum(G**2, axis=1)
dG2 = np.sum((G[:, None]-G[None])**2, axis=2)
H = np.diag(G2) - depth*(2*np.pi)**1.5*width**3/L**3*np.exp(-dG2*width**2/2)
levels, vectors = np.linalg.eigh(H)
energy = levels[0]
c = vectors[:, 0]*np.sign(vectors[np.argmin(G2), 0])
c = c*np.exp(-1j*G @ centre)


def direct(r, amplitude):
    return (np.exp(1j*r @ G.T) @ amplitude).real


# real-space check of the eigenvalue, and of the absence of nodes
N0 = 16
axis = np.arange(N0)*L/N0
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
grid = grid.reshape(-1, 3)
images = L*np.arange(-3, 4)
potential = -depth*np.prod(np.sum(np.exp(
    -((grid-centre)[:, :, None]-images)**2/(2*width**2)), axis=2), axis=1)
phi_grid = direct(grid, c)
energy_real = np.mean(phi_grid*(direct(grid, G2*c) + potential*phi_grid))
assert abs(np.mean(phi_grid**2) - 1) < 1e-10
assert abs(energy_real - energy) < 1e-8
assert phi_grid.min() > 0
print("Well: L = %.1f bohr, depth %.1f Ry, width %.1f bohr" %
      (L, depth, width))
print(" centre (bohr): %.1f %.1f %.1f" % tuple(centre))
print(" cutoff %.1f Ry, plane waves: %d, max |n_i|: %d" %
      (cutoff, len(n_vec), abs(n_vec).max()))
print(" orbital energy: %.6f Ry" % energy)
print(" orbital min, max on 16^3 grid: %.4f, %.4f" %
      (phi_grid.min(), phi_grid.max()))


def spline_coefficients(amplitude, N, symbol):
    assert N > 2*abs(n_vec).max()
    box = np.zeros((N, N, N), dtype=complex)
    factor = np.prod(symbol(2*np.pi*n_vec/N), axis=1)
    box[tuple((n_vec % N).T)] = amplitude/factor
    a = np.fft.ifftn(box)*N**3
    assert np.max(abs(a.imag)) < 1e-10
    return a.real


def evaluate(a, r):
    """Value, gradient and Laplacian from the 4x4x4 block around each r."""
    N = a.shape[0]
    h = L/N
    cell = np.floor(r/h).astype(int)
    w = weights(r/h - cell)
    k = (cell[:, :, None] + np.arange(-1, 3)) % N
    block = a[k[:, 0, :, None, None], k[:, 1, None, :, None],
              k[:, 2, None, None, :]]

    def contract(dx, dy, dz):
        return np.einsum("pijk,pi,pj,pk->p", block, w[dx][:, 0],
                         w[dy][:, 1], w[dz][:, 2], optimize=True)

    gradient = np.stack([contract(1, 0, 0), contract(0, 1, 0),
                         contract(0, 0, 1)], axis=1)/h
    laplacian = (contract(2, 0, 0)+contract(0, 2, 0)+contract(0, 0, 2))/h**2
    return contract(0, 0, 0), gradient, laplacian


# Fourier coefficients against a real-space solution of s(r_j) = phi(r_j)
offset = (np.arange(N0)[:, None]-np.arange(N0)+N0//2) % N0 - N0//2
inverse = np.linalg.inv(cardinal(offset))
a_solved = np.einsum("ai,bj,ck,ijk->abc", inverse, inverse, inverse,
                     phi_grid.reshape(N0, N0, N0), optimize=True)
a16 = spline_coefficients(c, N0, gamma_interp)
coef_diff = np.max(abs(a_solved - a16))
assert coef_diff < 1e-10
print("Max |a(FFT) - a(linear solve)|, N = 16: %.1e" % coef_diff)


def all_weights(x, N, h):
    """All N periodic basis functions of one axis at coordinate x."""
    return cardinal((x/h - np.arange(N) + N/2) % N - N/2)


points = rng.random((4000, 3))*L
points[0] = [1.3, 2.9, 3.6]
full = [all_weights(x, N0, L/N0) for x in points[0]]
full_sum = np.einsum("ijk,i,j,k->", a16, *full)
assert abs(full_sum - evaluate(a16, points[:1])[0][0]) < 1e-12

print("Supercells at h = 0.25 bohr (side, plane waves, active coeffs):")
for multiple in (1, 2, 3):
    side = multiple*L
    N = 32*multiple
    position = rng.random(3)*side
    active = np.prod([np.count_nonzero(all_weights(x, N, side/N))
                      for x in position])
    count = len(plane_waves(side))
    assert active == 64
    print(" %.0f bohr: %d, %d" % (side, count, active))
estimate = side**3*cutoff**1.5/(6*np.pi**2)
assert abs(count/estimate - 1) < 0.03
print(" volume estimate for the largest cell: %.0f" % estimate)

phi = direct(points, c)
lap = direct(points, -G2*c)
grad = np.stack([direct(points, 1j*G[:, i]*c) for i in range(3)], axis=1)
fourth = np.stack([direct(points, G[:, i]**4*c) for i in range(3)], axis=1)
print("RMS over points: phi %.4f, Laplacian %.4f bohr^-2" %
      (rms(phi), rms(lap)))

table = {}
print("RMS errors: value | gradient (1/bohr) | Laplacian (1/bohr^2)")
for N in (16, 32, 64):
    h = L/N
    t = points/h - np.floor(points/h)
    s, gs, ls = evaluate(spline_coefficients(c, N, gamma_interp), points)
    s_f = evaluate(spline_coefficients(c, N, gamma_fourier), points)[0]
    l_sep = evaluate(spline_coefficients(-G2*c, N, gamma_interp), points)[0]
    lead_value = -h**4/24*np.sum(t**2*(1-t)**2*fourth, axis=1)
    lead_lap = -h**2/2*np.sum(bern2(t)*fourth, axis=1)
    local = np.sqrt(np.mean(phi**2*(-ls/s+lap/phi)**2)/np.mean(phi**2))
    table[N] = np.array([rms(s-phi), rms(gs-grad), rms(ls-lap), local,
                         rms(l_sep-lap), rms(s_f-phi)])
    misfit = (rms(s-phi-lead_value)/rms(s-phi),
              rms(ls-lap-lead_lap)/rms(ls-lap))
    print(" N=%d h=%.3f bohr: %.3e | %.3e | %.3e" %
          ((N, h) + tuple(table[N][:3])))
    if N == 32:
        sample = (t[0], phi[0], s[0], lead_value[0],
                  lap[0], ls[0], lead_lap[0])
assert misfit[0] < 0.15 and misfit[1] < 0.15
print("Part of error not in leading term, N=64: value %.3f, Lapl. %.3f" %
      misfit)

order = np.log2(table[32]/table[64])
for found, expected in zip(order, (4, 3, 2, 2, 4, 4)):
    assert abs(found - expected) < 0.3
print("Orders from N=32 to 64: value %.2f, gradient %.2f, Laplacian %.2f" %
      tuple(order[:3]))
print(" local kinetic %.2f, separate Laplacian %.2f, Fourier value %.2f" %
      tuple(order[3:]))
print("RMS: local kinetic (Ry) | separate Lapl. (1/bohr^2) | Fourier value")
for N in table:
    print((" N=%d: " % N) + "%.3e | %.3e | %.3e" % tuple(table[N][3:]))
print("Local kinetic RMS error, N=64: %.3e eV" % (table[64][3]*RY_EV))

t0, p0, s0, lv0, l0, ls0, ll0 = sample
print("Point (%.1f, %.1f, %.1f) bohr, N=32" % tuple(points[0]))
print(" fractions t: %.2f %.2f %.2f" % tuple(t0))
print(" phi: direct %.8f, spline %.8f" % (p0, s0))
print(" value error: actual %.3e, leading term %.3e" % (s0-p0, lv0))
print(" Laplacian (1/bohr^2): direct %.6f, spline %.6f" % (l0, ls0))
print(" Laplacian error: actual %.3e, leading term %.3e" % (ls0-l0, ll0))
print("verified")
```

It prints:

```
Plane wave, theta = G h = 0.02:
 theta^4/max value error, interpolation: 384.0
 theta^4/max value error, Fourier matching: 719.9
 theta^2/max relative 2nd-derivative error: 12.00
Mean kinetic energy, theta = 0.2: relative error 2.159e-09
 leading formula theta^6/30240: 2.116e-09
Interpolated plane wave, max relative errors (value, 2nd deriv.):
 theta = pi/1: 1.00000, 1.00000
 theta = pi/2: 0.02773, 0.21585
 theta = pi/4: 0.00115, 0.05239
 theta = pi/8: 0.00006, 0.01292
Well: L = 8.0 bohr, depth 2.0 Ry, width 1.5 bohr
 centre (bohr): 1.0 2.0 2.5
 cutoff 10.0 Ry, plane waves: 257, max |n_i|: 4
 orbital energy: -0.491534 Ry
 orbital min, max on 16^3 grid: 0.1964, 4.6178
Max |a(FFT) - a(linear solve)|, N = 16: 1.2e-14
Supercells at h = 0.25 bohr (side, plane waves, active coeffs):
 8 bohr: 257, 64
 16 bohr: 2109, 64
 24 bohr: 7249, 64
 volume estimate for the largest cell: 7382
RMS over points: phi 0.9851, Laplacian 0.6343 bohr^-2
RMS errors: value | gradient (1/bohr) | Laplacian (1/bohr^2)
 N=16 h=0.500 bohr: 1.108e-04 | 4.262e-04 | 8.516e-03
 N=32 h=0.250 bohr: 5.552e-06 | 4.473e-05 | 2.020e-03
 N=64 h=0.125 bohr: 3.284e-07 | 5.463e-06 | 4.477e-04
Part of error not in leading term, N=64: value 0.079, Lapl. 0.072
Orders from N=32 to 64: value 4.08, gradient 3.03, Laplacian 2.17
 local kinetic 2.17, separate Laplacian 4.13, Fourier value 4.18
RMS: local kinetic (Ry) | separate Lapl. (1/bohr^2) | Fourier value
 N=16: 8.594e-03 | 4.770e-04 | 6.401e-05
 N=32: 2.049e-03 | 2.271e-05 | 3.224e-06
 N=64: 4.544e-04 | 1.300e-06 | 1.774e-07
Local kinetic RMS error, N=64: 6.183e-03 eV
Point (1.3, 2.9, 3.6) bohr, N=32
 fractions t: 0.20 0.60 0.40
 phi: direct 2.84342952, spline 2.84342813
 value error: actual -1.390e-06, leading term -3.440e-06
 Laplacian (1/bohr^2): direct -2.197602, spline -2.199575
 Laplacian error: actual -1.974e-03, leading term -1.419e-03
verified
```
